## Question: a hydrogenic impurity at the centre of a hard spherical dot

An electron of effective mass $m^*$ moves inside a sphere of radius $R$ with an impenetrable wall, $\psi=0$ at $r=R$. A fixed charge $+e$ at the centre is screened by a dielectric constant $\varepsilon$ that is the same everywhere, so there are no image charges. The band is parabolic, spin is ignored, and energy is measured from the band edge, where the Coulomb potential would vanish. $E(R)$ is the lowest eigenvalue.

(a) Reduce the problem to dimensionless form and state the conditions on an s-wave solution.

(b) Prove that an s-wave solution $\psi=u(r)/r$ of $H\psi=E\psi$, admissible in the sense of (a), that is positive inside the sphere and vanishes on the wall is the ground state.

(c) Find $E(2)$ exactly.

(d) Find the radius $R_c$ at which $E=0$ in closed form, and bracket it to three decimals.

(e) Derive $dE/dR$, evaluate it at $R=2$ and $R_c$, and determine the sign of $E$ for all $R$.

(f) It is claimed that "the binding vanishes at $R_c$". Assess this using the impurity binding energy $E_b(R)=E_0(R)-E(R)$, where $E_0$ is the ground energy of the empty dot.

(g) Evaluate the results for a model dot with $m^*=0.1\,m_e$, $\varepsilon=10$, and state where they fail.

(h) Compare the 2s and 3d levels at $R=2$.

## Model answers

### (a) Units and boundary conditions

The Hamiltonian is $-\frac{\hbar^2}{2m^*}\nabla^2-\frac{e^2}{4\pi\epsilon_0\varepsilon r}$. Measure length in $a^*=4\pi\epsilon_0\varepsilon\hbar^2/(m^*e^2)=\varepsilon(m_e/m^*)a_0$. Then $\hbar^2/(m^*a^{*2})$ and $e^2/(4\pi\epsilon_0\varepsilon a^*)$ are equal, and their common value is $\mathrm{Ha}^*=(m^*/m_e)\varepsilon^{-2}$ Ha. In these units, used from here on, $H=-\frac12\nabla^2-1/r$. For $\psi=u(r)/r$ one has $\nabla^2\psi=u''/r$, so

$$u''=-2\left(E+\frac1r\right)u,\qquad u(R)=0.\tag{1}$$

Inserting $u=\sum_{k\ge1}b_kr^k$ with $b_1=1$, $b_0=0$ gives $k(k+1)b_{k+1}=-2b_k-2Eb_{k-1}$. The growing factor $k(k+1)$ makes the series converge for all $r$ and $E$, so this solution $u(r,E)=r-r^2+\dots$ is smooth in both variables. The second solution is $w=u\int dr/u^2$. Since $u^{-2}=r^{-2}(1+2r+\dots)$, the integral is $-1/r+2\ln r+\dots$ and $w(0)=-1$. Then $\psi\sim1/r$, $|\nabla\psi|^2\sim r^{-4}$, and the kinetic energy $\propto\int r^{-2}dr$ diverges at the origin. Hence $u(0)=0$, and only $u(r,E)$ is admissible.

### (b) Positivity lemma

Because $H$ is real, real trial functions suffice. Let $\phi$ have a bounded gradient and vanish on the wall, and write $\phi=f\psi$, which is possible since $\psi>0$ inside. Expanding both sides confirms

$$|\nabla\phi|^2=\psi^2|\nabla f|^2+\nabla(f^2\psi)\cdot\nabla\psi ,$$

each side being $\psi^2|\nabla f|^2+2f\psi\nabla f\cdot\nabla\psi+f^2|\nabla\psi|^2$. Integrate the last term by parts over a shell $\delta<r<R-\delta$. The volume term is $-\int f^2\psi\nabla^2\psi=2\int(E+1/r)\phi^2$. The surface integrand is $f^2\psi\,\partial_r\psi=\phi^2\partial_r\psi/\psi$. At the origin it is bounded and the area is $4\pi\delta^2$. At the wall $u'(R)\ne0$, since $u=u'=0$ would force $u\equiv0$ in (1); so $\psi\propto\delta$, $\phi^2=O(\delta^2)$, and the integrand is $O(\delta)$. Both surface terms vanish as $\delta\to0$, leaving

$$\int\left[\tfrac12|\nabla\phi|^2-\left(\tfrac1r+E\right)\phi^2\right]d^3r=\tfrac12\int\psi^2|\nabla f|^2\,d^3r\ \ge0.\tag{2}$$

No trial function of any angular momentum lies below $E$, and equality needs constant $f$. So $\psi$ is the ground state and is nondegenerate. If $\psi$ is still positive on the wall, the wall term vanishes even more simply, and (2) says that $E$ is at most the energy of every trial function. Part (e) uses this form.

### (c) The radius $R=2$

For $E=-1/(2\nu^2)$ put $u=e^{-r/\nu}y$. Then $u''=e^{-r/\nu}(y''-2y'/\nu+y/\nu^2)$, and (1) becomes $y''-2y'/\nu+2y/r=0$. With $y=\sum a_kr^{k+1}$, $a_0=1$, the coefficient of $r^k$ gives

$$a_{k+1}=\frac{2(k+1-\nu)}{\nu(k+1)(k+2)}\,a_k .\tag{3}$$

For $\nu=2$, $a_1=2(-1)/(2\cdot2)=-\frac12$ and $a_2=0$, so

$$u=r\left(1-\tfrac r2\right)e^{-r/2}.$$

As a check, $u'=(1-\frac32r+\frac14r^2)e^{-r/2}$ and $u''=(-2+\frac54r-\frac18r^2)e^{-r/2}$, so $-\frac12u''-u/r=(1-\frac58r+\frac1{16}r^2-1+\frac12r)e^{-r/2}=-\frac18u$. This function is positive on $(0,2)$ and zero at $r=2$. By (b),

$$E(2)=-\tfrac18 .$$

The free 2s function, cut at its node, is the confined 1s state. At other radii where $E<0$ (that is, $R>R_c$ of part (d); for $E>0$ no real $\nu$ exists), $\nu$ is generally not an integer and the wall condition on the series (3) is solved numerically; $R=3$ gives $\nu=1.085972$ and $E=-1/(2\nu^2)=-0.423967$.

### (d) The zero-energy radius

At $E=0$ the recurrence of (a) is $b_{k+1}=-2b_k/[k(k+1)]$, which iterates to

$$u=rS(r),\qquad S=\sum_{k\ge0}\frac{(-2r)^k}{k!\,(k+1)!}=1-r+\frac{r^2}{3}-\frac{r^3}{18}+\frac{r^4}{180}-\dots$$

The Bessel function is defined by $J_1(z)=\sum(-1)^k(z/2)^{2k+1}/[k!(k+1)!]$. With $z=\sqrt{8r}$, $z/2=\sqrt{2r}$ and $J_1=\sqrt{2r}\,S$, so

$$u=\sqrt{r/2}\,J_1(\sqrt{8r}).$$

The rejected partner is $\sqrt r\,Y_1(\sqrt{8r})$, which tends to $-1/(\pi\sqrt2)=-0.225079$ at the origin.

The lemma needs the first zero, which is located from the series on $0\le r\le2$. The $k$-th term of $S'$ has size $k\,2^kr^{k-1}/[k!(k+1)!]$, and the ratio of successive sizes is $2r/[k(k+2)]\le\frac12$ for $k\ge2$. An alternating tail with shrinking terms has the sign of its first term, so stopping after a positive term gives an upper bound:

$$S'\le g(r)=-1+\tfrac23r-\tfrac16r^2+\tfrac1{45}r^3 .$$

Since $g'=\frac13(2-r)+\frac1{15}r^2>0$, the maximum is $g(2)=-1+\frac43-\frac23+\frac8{45}=-\frac7{45}$, and $S$ decreases strictly. For $S$ itself the ratio is $2r/[(k+1)(k+2)]\le\frac23$ for $k\ge1$, so the partial sums $P_n$ (up to $r^n$, $n\ge1$) are upper bounds for even $n$ and lower bounds for odd $n$. Thus $S(2)\le P_4(2)=1-2+\frac43-\frac49+\frac4{45}=-\frac1{45}$, while $S(0)=1$. There is exactly one zero in $(0,2)$, and it is the first. Exact rational evaluation gives $S(1.835)\ge P_7=5.191\times10^{-5}>0$ and $S(1.836)\le P_6=-1.232\times10^{-4}<0$, so $1.835<R_c<1.836$. With $j_{1,1}=3.83170597$ the first positive zero of $J_1$, $\sqrt{8R_c}=j_{1,1}$ and

$$R_c=\frac{j_{1,1}^2}{8}=\frac{14.68197}{8}=1.835246 .$$

By (b), $E(R_c)=0$. The second zero, $j_{1,2}^2/8=7.015587^2/8=6.152307$, also makes $0$ an eigenvalue, but the solution has an interior node. There the 2s level crosses zero, while the ground level is $-0.499437$.

### (e) Slope and sign

Let $v=\partial u/\partial E$. Differentiating (1) gives $v''=-2(E+1/r)v-2u$, hence $(u'v-uv')'=u''v-uv''=2u^2$. At the origin $u=v=0$ and $uv'=0$. At the first zero $Z(E)$ of $u$, integration gives $u'(Z)v(Z)=2\int_0^Zu^2dr$. Differentiating $u(Z(E),E)=0$ gives $dZ/dE=-v/u'=-2\int u^2/u'^2<0$. By (b), $E$ is the ground energy for $R=Z$, so

$$\frac{dE}{dR}=-\frac{u'(R)^2}{2\int_0^Ru^2dr}<0.\tag{4}$$

Every radius occurs as some $Z(E)$ with $E>-\frac12$. A zero exists for such $E$: otherwise (2) would make $E$ at most the energy of the trial function $e^{-r}-e^{-R}$ for every $R$, and that energy tends to the free value $-\frac12$. As $E\to-\frac12$, $u\to re^{-r}$ (from (3) with $\nu=1$), which has no zero, so $Z\to\infty$. As $E\to\infty$, the empty-dot trial function gives $E\le\pi^2/(2Z^2)$, so $Z\to0$. Since the zero is simple, $Z$ is continuous. Therefore $E(R)$ falls strictly from $+\infty$ to $-\frac12$, with $E>0$ for $R<R_c$ and $E<0$ for $R>R_c$.

At $R=2$, $u'(2)=(1-3+1)e^{-1}=-1/e$ and $u^2=(r^2-r^3+\frac14r^4)e^{-r}$. The integrals over $(0,\infty)$ are $n!$, giving $2-6+6=2$. The tails $I_n=\int_2^\infty r^ne^{-r}dr$ obey $I_n=2^ne^{-2}+nI_{n-1}$ by parts, so $e^2I_n=1,3,10,38,168$ for $n=0,\dots,4$, and the tail of $u^2$ is $(10-38+42)e^{-2}$. Thus $\int u^2=2-14e^{-2}=0.105306$ and

$$\frac{dE}{dR}\Big|_2=-\frac{e^{-2}}{4-28e^{-2}}=-\frac1{4e^2-28}=-\frac{0.367879^2}{2\times0.105306}=-0.6426 .$$

At $E=0$ consider $F=r^2u'^2-2ruu'+u^2+2ru^2$. With $u''=-2u/r$ its four terms have derivatives $2ru'^2-4ruu'$, $\;-2uu'-2ru'^2+4u^2$, $\;2uu'$ and $2u^2+4ruu'$, which sum to $6u^2$. Since $F(0)=0$ and $F(R_c)=R_c^2u'^2$, $\int u^2=R_c^2u'^2/6$, and (4) gives

$$\frac{dE}{dR}\Big|_{R_c}=-\frac3{R_c^2}=-0.8907 .$$

Termwise differentiation gives $u'=\sum(-2r)^k/(k!)^2=J_0(\sqrt{8r})$, which is $-0.402759$ at the wall; with $\int u^2=0.091060$, $0.402759^2/(2\times0.091060)=0.8907$ again.

### (f) What vanishes at $R_c$

The claim is false as worded. Behind an infinite wall the spectrum is discrete at every radius, so $E=0$ is not a threshold to any continuum. What vanishes at $R_c$ is the total energy relative to the band edge, where kinetic energy $T$ and attraction cancel, $\langle T\rangle=\langle1/r\rangle$.

The empty dot has $u_0=\sqrt{2/R}\sin(\pi r/R)$, nodeless, with $E_0=\pi^2/(2R^2)$. In this state, with $2\sin^2(t/2)=1-\cos t$ and $t=2\pi r/R$,

$$\langle1/r\rangle_0=\frac2R\int_0^R\frac{\sin^2(\pi r/R)}{r}dr=\frac CR,\qquad C=\int_0^{2\pi}\frac{1-\cos t}{t}dt=2.437653 .$$

Using $u_0$ as trial function for $H$ gives $E\le E_0-C/R$. Using the true $\psi$ as trial function for the empty dot gives $\langle T\rangle\ge E_0$, so $E=\langle T\rangle-\langle1/r\rangle\ge E_0-\langle1/r\rangle$. Together,

$$0<\frac CR\le E_b\le\langle1/r\rangle .\tag{5}$$

The value of the upper bound $\langle1/r\rangle$ can be obtained from the slope. With $\mathbf r=R\mathbf x$, $H=R^{-2}h(\lambda)$ at $\lambda=R$, where $h=-\frac12\nabla_x^2-\lambda/x$ acts in the unit sphere with lowest eigenvalue $\eta(\lambda)$. The domain is now fixed, and in $\eta=\langle\chi|h|\chi\rangle$ the change of the normalized $\chi$ contributes $\eta\,\partial_\lambda\langle\chi|\chi\rangle=0$, so $\eta'=-\langle1/x\rangle=-R\langle1/r\rangle$. Differentiating $E=\eta(R)/R^2$,

$$R\frac{dE}{dR}=-2E-\langle1/r\rangle .\tag{6}$$

At $R_c$, $\langle1/r\rangle=3/R_c=1.634658$. At $R=2$, $\langle1/r\rangle=\frac14+\frac2{4e^2-28}=\frac{e^2-5}{4e^2-28}$, numerically $0.25+2\times0.642581=1.535162$. Direct integration agrees: $\int u^2/r=(1-2+\frac32)-(3-10+\frac{38}4)e^{-2}=\frac12-\frac52e^{-2}$, to be divided by $2-14e^{-2}$.

In the table, radii are in $a^*$ and energies in $\mathrm{Ha}^*$.

| $R$ | $E$ | $E_0$ | $C/R$ | $E_b$ | $\langle1/r\rangle$ |
|---|---|---|---|---|---|
| 1 | 2.3740 | 4.9348 | 2.4377 | 2.5608 | 2.6991 |
| 1.8352 | 0 | 1.4651 | 1.3282 | 1.4651 | 1.6347 |
| 2 | −0.1250 | 1.2337 | 1.2188 | 1.3587 | 1.5352 |
| 3 | −0.4240 | 0.5483 | 0.8126 | 0.9723 | 1.1960 |

At $R_c$ the binding energy equals $E_0=1.4651$, almost three times the free value $\frac12$. For small dots $RE_b=[\eta(0)-\eta(R)]/R\to-\eta'(0)=C$; at $R=0.01$ it is $2.438749$. For large dots $E_0\to0$ and $E\to-\frac12$, so $E_b\to\frac12$. At $R=20$, $E=-0.500000000$ to the printed digits, and the excess in $E_b=0.512337$ is the empty-dot term $\pi^2/800$.

### (g) Model dot and limits of validity

The parameters are round values and represent no particular material. Here $a^*=(10/0.1)a_0=5.2918$ nm and $\mathrm{Ha}^*=(0.1/100)$ Ha $=27.2114$ meV. At $R=2a^*=10.58$ nm, $E=-27.2114/8=-3.40$ meV and $E_b=1.358701\times27.2114=37.0$ meV. At $R_c=1.835246\times5.2918=9.71$ nm, $E=0$ and $E_b=1.465146\times27.2114=39.9$ meV.

The closed forms need a centred charge, a pure $1/r$ potential and $u(R)=0$. An off-centre charge destroys the spherical symmetry behind (1). A dielectric mismatch at the wall adds polarization terms to the potential, and a non-parabolic band changes the kinetic term. For a finite barrier with the same $m^*$ and $\varepsilon$ outside, the hard-wall state extended by zero is a trial function, so the ground energy is at most $E(R)$: $-\frac18$ and $0$ become upper bounds at $R=2$ and $R_c$. The lower bound $E_b\ge C/R$ in (5) and the $1/R$ growth of $E_b$ for small dots also belong to the infinite wall and fail for a finite barrier. For a barrier of $10\,\mathrm{Ha}^*$ (272 meV in the model dot), $E_b$ is about $1.24$ at $R=2$ and $1.32$ at $R_c$ (about 34 and 36 meV instead of 37.0 and 39.9 meV), and about $2.07$ at $R=1$, below $C/R=2.44$. As the dot shrinks further the electron leaks out, and $E_b$, measured from the barrier edge once the empty dot has no bound state, passes a maximum and falls back toward the free value $\frac12$.

### (h) The 2s and 3d levels at $R=2$

The computed levels are $1.576019$ for 2p and $3.327509$ for both 2s and 3d. The coincidence is exact. Let $H_l=-\frac12\partial_r^2+l(l+1)/(2r^2)-1/r$, $A=\partial_r+W$ and $B=-\partial_r+W$, so that $BA=-\partial_r^2+W^2-W'$ and $AB=-\partial_r^2+W^2+W'$. For $W_0=1-1/r$, $W_0^2=1-2/r+1/r^2$ and $W_0'=1/r^2$, giving $B_0A_0=2H_0+1$ and $A_0B_0=2H_1+1$. For $W_1=\frac12-2/r$, $W_1^2=\frac14-2/r+4/r^2$ and $W_1'=2/r^2$, giving $B_1A_1=2H_1+\frac14$ and $A_1B_1=2H_2+\frac14$. From $(AB)A=A(BA)$, each $A_l$ carries a solution of $H_l$ to one of $H_{l+1}$ at the same $E$. The images are regular: $A_0u$ is finite at the origin, which excludes the singular $r^{-1}$ solution and leaves $r^2$, and then $A_1A_0u$ is finite, which excludes $r^{-2}$.

At a zero of $u$, (1) gives $u''=0$, so $A_0u=u'$ and $(A_0u)'=(1-1/r)u'$. Then

$$A_1A_0u=u'\left[1-\frac1r+\frac12-\frac2r\right]=u'\left[\frac32-\frac3r\right],$$

which vanishes at $r=2$. The image is identically zero only if $A_0u=0$, requiring $2E+1=0$, or $A_1(A_0u)=0$, requiring $2E+\frac14=0$, which is the ground state. Every excited s level at $R=2$ is therefore also a d level. That the partner of 2s is the lowest d level is read from the printed values.

The numerical check diagonalizes $H$ in a polynomial basis that uses none of the closed forms and tests the results of (c) and (d), and equations (2), (4), (5) and (6), against it or against quadrature; the equality of the 2s and 3d levels is printed but not asserted.

## Calculated quantities

```
E(R=2), Ritz = -0.1250000000 Ha*
E 2p, R=2 = 1.576019 Ha*
E 3d, R=2 = 3.327509 Ha*
E 2s, R=2 = 3.327509 Ha*
int u^2 at R=2 (u'(0)=1) = 0.105306 a*^3
u'(2) (u'(0)=1) = -0.367879 (pure)
dE/dR at R=2, finite diff. = -0.642581 Ha*/a*
-1/(4e^2-28) = -0.642581 Ha*/a*
j11 = 3.83170597 (pure)
j11^2 = 14.68197064 (pure)
Rc = j11^2/8 = 1.83524633 a*
Rc from Ritz E(R)=0 = 1.83524633 a*
g(2) = -7/45, P4(2) = -1/45 (pure)
P7(1.835) = 5.191e-05 (pure)
P6(1.836) = -1.232e-04 (pure)
sqrt(r) Y1(sqrt(8r)) at r->0 = -0.225079 a*^(1/2)
u'(Rc) = J0(j11) = -0.402759 (pure)
int u^2 at Rc (u'(0)=1) = 0.091060 a*^3
dE/dR at Rc, finite diff. = -0.890702 Ha*/a*
-3/Rc^2 = -0.890702 Ha*/a*
3/Rc = 1.634658 1/a*
j12 = 7.015587 (pure)
j12^2/8 (2s level at zero) = 6.152307 a*
E 1s at j12^2/8 = -0.499437 Ha*
nu at R=3 = 1.085972 (pure)
C = 2.437653 (pure)
R*Eb at R=0.01 = 2.438749 Ha* a*
E(R=20) = -0.500000000 Ha*
Eb(R=20) = 0.512337 Ha*
R[a*]  E  pi^2/2R^2  C/R  Eb  <1/r>  [Ha*]
1.000000 2.373991 4.934802 2.437653 2.560811 2.699146
1.835246 0.000000 1.465146 1.328243 1.465146 1.634658
2.000000 -0.125000 1.233701 1.218827 1.358701 1.535162
3.000000 -0.423967 0.548311 0.812551 0.972279 1.196039
model m* = 0.1 m_e
model eps = 10 (pure)
a* = 5.2918 nm
Ha* = 27.2114 meV
R = 2a* = 10.5835 nm
E(2a*) = -3.4014 meV
Eb(2a*) = 36.972 meV
Rc = 9.7117 nm
Eb(Rc) = 39.869 meV
```
